# Feshbach Level Shift and Width, Recovered from a Projected Absorbing Potential: test program

```python
"""
Result under test: a discrete state (energy e_d) coupled by v to the end of a
semi-infinite chain (site energy 0, hopping -t) has the self-energy
    Sigma(E) = v^2 [E - i sqrt(4 t^2 - E^2)] / (2 t^2) = Delta - i Gamma/2
inside the band, and the resonance pole, with a = v^2/(2 t^2),
    z = [(1-a) e_d - i a sqrt(4 t^2 (1-2a) - e_d^2)] / (1-2a).
A finite chain with absorber -i eta W, W = (site/N)^2, projected on a few
eigenstates of the real Hamiltonian, must recover position and width.
Energies are in eV, times in fs.
"""
import numpy as np
from scipy.constants import hbar, e as charge
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal

t, v, e_d = 1.0, 0.2, -0.8
n_sites, n_long = 80, 1000
hbar_ev_fs = hbar / charge * 1e15
a = v**2 / (2 * t**2)


def outgoing_g(z):
    """End-site resolvent of the semi-infinite chain, continued through the band."""
    z = complex(z)
    return (z - 1j * np.sqrt(4 * t**2 - z**2)) / (2 * t**2)


def band_width_function(energy):
    return v**2 * np.sqrt(max(4 * t**2 - energy**2, 0.0)) / t**2


# Closed-form results
shift_golden = v**2 * e_d / (2 * t**2)
width_golden = band_width_function(e_d)
e_linear = e_d / (1 - a)
width_linear = band_width_function(e_linear) / (1 - a)
pole = ((1 - a) * e_d
        - 1j * a * np.sqrt(4 * t**2 * (1 - 2 * a) - e_d**2)) / (1 - 2 * a)
width_pole = -2 * pole.imag

# Projection identity on a finite matrix
h_chain = -t * (np.eye(n_sites, k=1) + np.eye(n_sites, k=-1))
h_full = np.zeros((n_sites + 1, n_sites + 1))
h_full[0, 0] = e_d
h_full[0, 1] = h_full[1, 0] = v
h_full[1:, 1:] = h_chain
z_test = 0.3 + 0.05j
direct = np.linalg.inv(z_test * np.eye(n_sites + 1) - h_full)[0, 0]
sigma_finite = v**2 * np.linalg.inv(z_test * np.eye(n_sites) - h_chain)[0, 0]
assert abs(direct - 1 / (z_test - e_d - sigma_finite)) < 1e-9

# Self-energy from explicit band states of a long chain
band_e, band_c = eigh_tridiagonal(np.zeros(n_long), -t * np.ones(n_long - 1))
coupling2 = (v * band_c[0])**2
z_up = e_d + 0.05j
assert abs(np.sum(coupling2 / (z_up - band_e)) - v**2 * outgoing_g(z_up)) < 1e-9
near = int(np.argmin(abs(band_e - e_d)))
spacing = (band_e[near + 1] - band_e[near - 1]) / 2
width_counted = 2 * np.pi * coupling2[near] / spacing
assert abs(width_counted / band_width_function(band_e[near]) - 1) < 1e-3

# Level shift as a principal-value integral
cauchy = quad(lambda x: band_width_function(x) / (2 * np.pi),
              -2 * t, 2 * t, weight='cauchy', wvar=e_d, limit=200)[0]
shift_integral = -cauchy
assert abs(shift_integral - shift_golden) < 1e-6

# Pole equation with the continued self-energy built from the band integral
n_k = 4000
k_mid = np.pi * (np.arange(n_k) + 0.5) / n_k
sigma_first = np.sum(2 * v**2 / np.pi * np.sin(k_mid)**2
                     / (pole + 2 * t * np.cos(k_mid))) * np.pi / n_k
sigma_second = sigma_first - 1j * v**2 * np.sqrt(4 * t**2 - pole**2) / t**2
assert abs(pole - e_d - sigma_second) < 1e-9
assert abs(width_linear / width_pole - 1) < 1e-3
assert abs(width_golden / width_pole - 1) > 5e-3

# Decay on a long chain without any absorber
site_energy = np.zeros(n_long + 1)
site_energy[0] = e_d
hops = -t * np.ones(n_long)
hops[0] = v
long_e, long_c = eigh_tridiagonal(site_energy, hops)
assert np.max(abs(long_e)) < 2 * t
residue = 1 / (1 - a * (1 + 1j * pole / np.sqrt(4 * t**2 - pole**2)))
decay_rows = []
for time_fs in (10.0, 20.0):
    tau = time_fs / hbar_ev_fs
    amplitude = np.sum(long_c[0]**2 * np.exp(-1j * long_e * tau))
    from_pole = residue * np.exp(-1j * pole * tau)
    assert abs(amplitude - from_pole) < 1e-3
    decay_rows.append((time_fs, abs(amplitude)**2, abs(from_pole)**2))

# Exact splitting of the absorber error into gradient reflection and wall echo
w = (np.arange(1, n_sites + 1) / n_sites)**2
w_with_zero = np.concatenate(([0.0], w))
echo_rows = []
for eta in (0.25, 0.5, 1.0, 2.0):
    matrix = pole * np.eye(n_sites) - h_chain + 1j * eta * np.diag(w)
    g_direct = np.linalg.inv(matrix)[0, 0]
    g_site = np.zeros(n_sites + 2, dtype=complex)
    for j in range(n_sites, 0, -1):
        g_site[j] = 1 / (pole + 1j * eta * w[j - 1] - t**2 * g_site[j + 1])
    local = np.array([outgoing_g(pole + 1j * eta * x) for x in w_with_zero])
    product = np.cumprod(np.concatenate(
        ([1.0 + 0j], t**2 * g_site[1:n_sites + 1] * local[1:])))
    gradient = np.sum(product[:-1] * np.diff(local))
    wall = -product[-1] * local[-1]
    assert abs(g_direct - outgoing_g(pole) - gradient - wall) < 1e-10
    echo_rows.append((eta, abs(gradient), abs(wall)))
assert all(echo_rows[i][2] > echo_rows[i + 1][2] for i in range(3))
assert 1.5 < echo_rows[3][1] / echo_rows[2][1] < 2.5

# Absorber projected on eigenstates of the real finite Hamiltonian
energies, states = np.linalg.eigh(h_full)
cap = states.T @ (w_with_zero[:, None] * states)
order = np.argsort(abs(energies - e_d))


def resonance(m, eta):
    """Eigenvalue with largest weight on the discrete state, slope, vector."""
    kept = np.sort(order[:m])
    small_cap = cap[np.ix_(kept, kept)]
    values, vectors = np.linalg.eig(np.diag(energies[kept]) - 1j * eta * small_cap)
    norms = np.sum(vectors**2, axis=0)
    weights = abs((states[0, kept] @ vectors)**2 / norms)
    best = int(np.argmax(weights))
    x = vectors[:, best]
    slope = -1j * (x @ small_cap @ x) / norms[best]
    return values[best], slope, x


eta_grid = np.geomspace(0.15, 2.0, 60)
n_all = n_sites + 1
cap_rows = {}
for m in (4, 6, 8, 12, 16, 24, n_all):
    scan = [resonance(m, eta) for eta in eta_grid]
    speed = np.array([abs(eta * s[1]) for eta, s in zip(eta_grid, scan)])
    i_best = int(np.argmin(speed))
    if m >= 12:
        assert 0 < i_best < len(eta_grid) - 1
    z_m = scan[i_best][0]
    cap_rows[m] = (eta_grid[i_best], z_m, speed[i_best],
                   abs(z_m - pole) / width_pole)
assert cap_rows[16][3] < 0.03
assert cap_rows[24][3] < 0.01
assert cap_rows[n_all][3] < 1e-3
assert cap_rows[16][3] < cap_rows[4][3]
assert cap_rows[24][3] < cap_rows[8][3]

# Slope formula against a finite difference
m_few = 16
eta_few = cap_rows[m_few][0]
step = 1e-3
slope_numeric = (resonance(m_few, eta_few + step)[0]
                 - resonance(m_few, eta_few - step)[0]) / (2 * step)
assert abs(slope_numeric - resonance(m_few, eta_few)[1]) < 1e-5

# Discarded eigenstates restored by a second projection
z_all, _, x_all = resonance(n_all, eta_few)
kept = np.sort(order[:m_few])
rest = np.sort(order[m_few:])
full_cap_h = np.diag(energies) - 1j * eta_few * cap
block_rest = full_cap_h[np.ix_(rest, rest)]
omitted = -eta_few**2 * cap[np.ix_(kept, rest)] @ np.linalg.solve(
    z_all * np.eye(len(rest)) - block_rest, cap[np.ix_(rest, kept)])
restored = np.linalg.eigvals(full_cap_h[np.ix_(kept, kept)] + omitted)
assert np.min(abs(restored - z_all)) < 1e-9
outside_ratio = np.max(abs(x_all[rest])) / np.max(abs(x_all))
assert outside_ratio < 0.05
truncation = abs(resonance(m_few, eta_few)[0] - z_all)

print(f"hopping t = {t:.3f} eV, coupling v = {v:.3f} eV, e_d = {e_d:.3f} eV")
print(f"a = v^2/(2 t^2) = {a:.4f} (no unit)")
print(f"absorber chain: {n_sites} sites; long chain: {n_long} sites")
print(f"shift Delta(e_d), formula            = {shift_golden:.6f} eV")
print(f"shift Delta(e_d), principal value    = {shift_integral:.6f} eV")
print(f"width Gamma(e_d), golden rule        = {width_golden:.6f} eV")
print(f"band level nearest e_d               = {band_e[near]:.6f} eV")
print(f"width there, counted from levels     = {width_counted:.6f} eV")
print(f"width there, formula = {band_width_function(band_e[near]):.6f} eV")
print(f"linearized position E_0              = {e_linear:.6f} eV")
print(f"linearized width                     = {width_linear:.6f} eV")
print(f"pole position E_r                    = {pole.real:.6f} eV")
print(f"pole shift E_r - e_d                 = {pole.real - e_d:.6f} eV")
print(f"pole width Gamma_r                   = {width_pole:.6f} eV")
print(f"lifetime hbar/Gamma_r                = {hbar_ev_fs / width_pole:.3f} fs")
print(f"pole residue = {residue.real:.5f} {residue.imag:+.5f} i (no unit)")
for time_fs, exact_p, pole_p in decay_rows:
    print(f"survival at {time_fs:.0f} fs: chain {exact_p:.5f}, pole {pole_p:.5f}")
print("absorber error of end-site resolvent at the pole, in 1/eV:")
for eta, gradient_size, wall_size in echo_rows:
    print(f"eta {eta:.2f} eV: gradient {gradient_size:.3e}, wall {wall_size:.3e}")
print("M states: eta, E_r, Gamma_r, |eta dz/deta| in eV; |error|/Gamma_r in %")
for m, (eta, z_m, speed_m, error) in cap_rows.items():
    print(f"M={m:2d}: {eta:.3f}, {z_m.real:.6f}, {-2 * z_m.imag:.6f}, "
          f"{speed_m:.2e}; {100 * error:.4f} %")
print(f"energy window of M={m_few}: {energies[kept[0]]:.4f} to "
      f"{energies[kept[-1]]:.4f} eV")
print(f"largest outside/inside coefficient, M={m_few}: {outside_ratio:.3e}")
print(f"|z(M={m_few}) - z(all)| at eta {eta_few:.3f} eV = {truncation:.3e} eV")
print("every check passed")
```

Printed output:

```
hopping t = 1.000 eV, coupling v = 0.200 eV, e_d = -0.800 eV
a = v^2/(2 t^2) = 0.0200 (no unit)
absorber chain: 80 sites; long chain: 1000 sites
shift Delta(e_d), formula            = -0.016000 eV
shift Delta(e_d), principal value    = -0.016000 eV
width Gamma(e_d), golden rule        = 0.073321 eV
band level nearest e_d               = -0.802181 eV
width there, counted from levels     = 0.073283 eV
width there, formula = 0.073283 eV
linearized position E_0              = -0.816327 eV
linearized width                     = 0.074523 eV
pole position E_r                    = -0.816667 eV
pole shift E_r - e_d                 = -0.016667 eV
pole width Gamma_r                   = 0.074536 eV
lifetime hbar/Gamma_r                = 8.831 fs
pole residue = 1.02083 -0.00932 i (no unit)
survival at 10 fs: chain 0.33567, pole 0.33586
survival at 20 fs: chain 0.10822, pole 0.10823
absorber error of end-site resolvent at the pole, in 1/eV:
eta 0.25 eV: gradient 1.750e-03, wall 2.397e-02
eta 0.50 eV: gradient 1.183e-05, wall 1.281e-05
eta 1.00 eV: gradient 2.097e-05, wall 6.354e-12
eta 2.00 eV: gradient 4.195e-05, wall 3.072e-23
M states: eta, E_r, Gamma_r, |eta dz/deta| in eV; |error|/Gamma_r in %
M= 4: 1.537, -0.807996, 0.041523, 2.50e-03; 25.0151 %
M= 6: 0.394, -0.814329, 0.073316, 5.63e-03; 3.2419 %
M= 8: 0.345, -0.816775, 0.074609, 2.68e-04; 0.1530 %
M=12: 0.513, -0.816668, 0.074536, 1.11e-06; 0.0015 %
M=16: 0.585, -0.816667, 0.074536, 2.52e-07; 0.0008 %
M=24: 0.611, -0.816667, 0.074536, 1.39e-07; 0.0007 %
M=81: 0.611, -0.816667, 0.074536, 1.37e-07; 0.0007 %
energy window of M=16: -1.3162 to -0.3452 eV
largest outside/inside coefficient, M=16: 1.840e-04
|z(M=16) - z(all)| at eta 0.585 eV = 4.482e-08 eV
every check passed
```
